# Vacuum Level and 1/A Eigenvalue Shift of a Neutral Periodic Wire, part 1

(Sections cited here and not found follow in the second part.)

## The average potential of a neutral wire

A nanowire, a polymer or a row of molecules can be computed with a method built for crystals. The wire runs along \(z\), and copies of it stand side by side in the two transverse directions, separated by vacuum. If the vacuum is wide enough, the copies should not matter. Yet when the cell is widened, the printed eigenvalues may all move together by tenths of an electronvolt, long after the electron density has stopped changing. The orbitals are converged and the energies appear not to be. The reason lies in the zero of energy. A periodic calculation may set the cell average of the electrostatic potential to zero, whereas an ionization energy is measured from the vacuum beside the wire. We need the difference between these two zeros.

We use the Gaussian form of electrostatics, in which the potential \(\phi\) and the charge density \(\rho\) obey

\[
\nabla^2\phi=-4\pi\rho .
\]

The density \(\rho\) contains all charge: nuclei count as positive and electrons as negative. The elementary charge is \(e>0\), so an electron has potential energy \(-e\phi\). The wire has period \(c\) along \(z\), and the cell has transverse area \(A\). We write \(\mathbf r=(x,y)\) for the transverse position and \(r=|\mathbf r|\) for the distance from the axis.

The first task is to separate what varies along the wire from what does not. With \(g_n=2\pi n/c\), we expand

\[
\rho(\mathbf r,z)=\sum_n\rho_n(\mathbf r)e^{ig_nz},\qquad
\rho_n(\mathbf r)=\frac1c\int_0^c\rho(\mathbf r,z)e^{-ig_nz}\,dz ,
\]

and expand \(\phi\) in the same way. Two derivatives with respect to \(z\) bring down \(-g_n^2\), so Poisson's equation splits into one transverse equation for each \(n\):

\[
(\nabla_\perp^2-g_n^2)\phi_n=-4\pi\rho_n .
\]

For \(n\neq0\), the integral of \(e^{ig_nz}\) over a period vanishes. These harmonics therefore contribute nothing to the cell average. They also die out away from the wire. To see this, take the modified Bessel function \(K_0(gr)\), with \(g=|g_n|\). It satisfies \((\nabla_\perp^2-g^2)K_0(gr)=0\) for \(r>0\), and near the axis it behaves as \(-\ln r\) plus a constant. The outward flux of its gradient through a small circle is \(2\pi r\,(-1/r)=-2\pi\), and hence

\[
(\nabla_\perp^2-g^2)K_0(gr)=-2\pi\delta(\mathbf r).
\]

Multiplication by 2 produces the required source strength \(-4\pi\), so

\[
\phi_n(\mathbf r)=2\int K_0(g|\mathbf r-\mathbf r'|)\,\rho_n(\mathbf r')\,d^2r' .
\tag{1}
\]

At large argument \(K_0(u)\approx\sqrt{\pi/2u}\,e^{-u}\). The corrugation along the wire thus fades over a length of about \(c/2\pi\), and it is negligible at the cell edge if the vacuum is many times wider than this.

What remains is the average over \(z\), the term \(n=0\). We write \(\bar\rho=\rho_0\) and, from here on, let \(\phi(\mathbf r)\) stand for the \(z\)-averaged potential. Two assumptions now enter. The wire is neutral,

\[
\int\bar\rho\,d^2r=0,
\]

and \(\bar\rho\) depends on \(r\) alone. The second assumption concerns the averaged density, so the atoms may still form a lumpy row. We also suppose that the charge lies within a radius \(R\). A real electron density has exponential tails, and \(R\) is then a radius beyond which the remaining charge can be neglected.

The charge per length inside radius \(r\) is

\[
\Lambda(r)=2\pi\int_0^r\bar\rho(s)\,s\,ds .
\]

Gauss's law for a cylinder of unit length reads \(2\pi r\,E_r=4\pi\Lambda(r)\). Since \(E_r=-d\phi/dr\),

\[
\frac{d\phi}{dr}=-\frac{2\Lambda(r)}{r}.
\tag{2}
\]

For \(r>R\), neutrality gives \(\Lambda=0\), and the potential is constant. This constant is the vacuum level, and we choose it to be zero. The potential inside is then

\[
\phi(r)=\int_r^R\frac{2\Lambda(s)}{s}\,ds .
\]

Both assumptions have been used. A net charge \(\lambda\) per length would leave \(\phi=-2\lambda\ln r\) plus a constant, which never settles to a level. Without axial symmetry, Gauss's law would fix only the angular average of the field, and transverse multipoles could survive outside.

Now we integrate the potential over the transverse plane. Because \(\phi\) vanishes beyond \(R\), the integral stops there. Integration by parts, with \(2\pi r\) as the derivative of \(\pi r^2\), gives

\[
\int\phi\,d^2r=\int_0^R\phi\,2\pi r\,dr
=\Big[\pi r^2\phi\Big]_0^R-\int_0^R\pi r^2\frac{d\phi}{dr}\,dr .
\]

The bracket vanishes at \(R\) because \(\phi(R)=0\). It vanishes at the axis because even the logarithm of a line charge is overcome by \(r^2\). Inserting (2) leaves

\[
\int\phi\,d^2r=2\pi\int_0^R r\,\Lambda(r)\,dr .
\]

A second integration by parts moves the derivative onto \(\Lambda\):

\[
\int_0^R r\Lambda\,dr=\Big[\tfrac12r^2\Lambda\Big]_0^R
-\frac12\int_0^R r^2\frac{d\Lambda}{dr}\,dr .
\]

This bracket vanishes at \(R\) because the wire is neutral. With \(d\Lambda/dr=2\pi r\bar\rho\), the remaining integral is the second radial moment of the charge per length,

\[
M=\int r^2\bar\rho(r)\,d^2r=\int_0^R r^2\bar\rho(r)\,2\pi r\,dr .
\]

Therefore \(\int r\Lambda\,dr=-M/2\), and

\[
\int\phi\,d^2r=-\pi M .
\tag{3}
\]

For a single wire in a cell of area \(A\), the average potential relative to vacuum is

\[
\boxed{\;\phi_{\rm av}=-\frac{\pi}{A}\,M\;}
\tag{4}
\]

In SI units the source factor \(4\pi\) becomes \(1/\varepsilon_0\), so \(\pi\) is replaced by \(1/(4\varepsilon_0)\).

The sign can be seen in a simple case. Put a positive line charge \(\lambda\) on the axis and spread the opposite charge over a thin cylindrical shell of radius \(b\). The moment is \(M=-\lambda b^2\), because the line charge sits at \(r=0\). Between the two, \(\Lambda=\lambda\) and \(\phi=2\lambda\ln(b/r)\). The direct integral is

\[
\int\phi\,d^2r=4\pi\lambda\int_0^b r\ln\frac br\,dr
=4\pi\lambda\,\frac{b^2}{4}=\pi\lambda b^2=-\pi M ,
\]

in agreement with (3). Negative charge outside positive charge makes a region of positive potential within the wire, with vacuum at zero around it. The average is positive, and widening the cell dilutes it.

The same result follows from Green's identity, which shows where the factor comes from and what happens at the boundary. In two dimensions \(\nabla_\perp^2r^2=4\), so the function \(u=r^2/4\) has \(\nabla_\perp^2u=1\). Over the cell,

\[
\int_A\phi\,d^2r=\int_A\phi\,\nabla_\perp^2u\,d^2r
=\int_Au\,\nabla_\perp^2\phi\,d^2r
+\oint\left(\phi\,\partial_nu-u\,\partial_n\phi\right)dl .
\]

The boundary integral vanishes if both the potential and its normal derivative vanish at the cell edge. The first term on the right is \(\int(r^2/4)(-4\pi\bar\rho)\,d^2r=-\pi M\). The factor \(\pi\) is thus the \(4\pi\) of Poisson's equation divided by the 4 of \(\nabla_\perp^2r^2\).

The moment must not depend on where the origin is placed. If distances are measured from a point \(\mathbf a\) instead of the axis,

\[
\int|\mathbf r-\mathbf a|^2\bar\rho\,d^2r
=M-2\mathbf a\cdot\int\mathbf r\,\bar\rho\,d^2r+a^2\int\bar\rho\,d^2r .
\]

The last term vanishes by neutrality. The middle one vanishes because an axisymmetric density has no transverse dipole.

So far there has been one wire. The periodic calculation contains an array of them, at transverse lattice points \(\mathbf R\). Each has zero \(z\)-averaged potential outside its own radius. The sum

\[
\Phi(\mathbf r)=\sum_{\mathbf R}\phi(|\mathbf r-\mathbf R|)
\]

therefore has at most a few nonzero terms at any point, and no question of convergence arises. If the discs of radius \(R\) do not overlap, \(\Phi\) equals the potential of the nearest wire alone, and it is zero in all the space between them. The shape of the cell has no influence on this. The average of \(\Phi\) over a cell is the integral of one \(\phi\) over the whole plane, divided by \(A\), which is again (4).

The periodic code finds a solution of the same Poisson equation by Fourier series. Two periodic solutions differ by a periodic function \(f\) with \(\nabla_\perp^2f=0\). Integration by parts over a cell gives

\[
\int_A|\nabla f|^2\,d^2r=-\int_Af\,\nabla_\perp^2f\,d^2r=0,
\]

since the contributions of opposite edges cancel. Hence \(f\) is a constant. If the code leaves out the Fourier term with \(\mathbf G=0\), its potential has zero average, and this fixes the constant:

\[
\phi_{\rm cell}(\mathbf r)=\Phi(\mathbf r)-\phi_{\rm av}.
\tag{5}
\]

The omitted term can be recognized in the Fourier series itself. For a transverse reciprocal vector \(\mathbf G\neq0\), the potential coefficient is \(4\pi\rho_{\mathbf G}/G^2\), with

\[
\rho_{\mathbf G}=\frac1A\int\bar\rho\,e^{-i\mathbf G\cdot\mathbf r}\,d^2r .
\]

Treat \(\mathbf G\) as a continuous variable and expand the exponential for small \(G\). The constant term vanishes by neutrality and the linear term by symmetry. In the quadratic term, the angular average of \((\mathbf G\cdot\mathbf r)^2\) is \(G^2r^2/2\). This gives

\[
\rho_{\mathbf G}\approx-\frac{1}{2A}\int(\mathbf G\cdot\mathbf r)^2\bar\rho\,d^2r
=-\frac{G^2M}{4A},
\qquad
\frac{4\pi\rho_{\mathbf G}}{G^2}\longrightarrow-\frac{\pi M}{A}.
\]

The small zero in the numerator and the small zero in the denominator leave a finite number, and that number is \(\phi_{\rm av}\). Setting the \(\mathbf G=0\) term to zero is a permissible choice of reference, but it is a different reference from the vacuum.

The consequence for electrons follows at once. Let \(H_{\rm vac}\) be the one-electron Hamiltonian with the vacuum potential at zero. The periodic code replaces \(-e\Phi\) by \(-e(\Phi-\phi_{\rm av})\), so

\[
H_{\rm cell}=H_{\rm vac}+e\phi_{\rm av}.
\]

The added term is a constant. It leaves every orbital as it was and adds the same amount to each eigenvalue:

\[
\varepsilon_{\rm cell}=\varepsilon_{\rm vac}+e\phi_{\rm av}
=\varepsilon_{\rm vac}-\frac{\pi eM}{A}.
\tag{6}
\]

On the code's scale, an electron at rest in the vacuum has energy

\[
E_{\rm vac}=-e\,(0-\phi_{\rm av})=e\phi_{\rm av}=-\frac{\pi eM}{A}.
\tag{7}
\]

Electrons that reach farther from the axis than the nuclei do make \(M\) negative. Both the levels and the vacuum then lie too high by \(\pi e|M|/A\), and the difference \(E_{\rm vac}-\varepsilon_{\rm cell}\) does not contain the shift. Doubling both sides of a square cell reduces the shift to a quarter, provided that \(M\) stays the same. Whether it does is a question about the self-consistent density.

## Self-consistent levels and a chain of molecules

We keep the following symbols and results. A wire of period \(c\) stands in a cell of transverse area \(A\). Its \(z\)-averaged charge density \(\bar\rho(r)\) is neutral and axisymmetric, and \(M=\int r^2\bar\rho\,d^2r\) is its second radial moment per length. Relative to vacuum, the average potential is \(\phi_{\rm av}=-\pi M/A\). When this average is set to zero, electron levels appear at \(\varepsilon_{\rm cell}=\varepsilon_{\rm vac}-\pi eM/A\), and the vacuum level appears at \(-\pi eM/A\).

In a mean-field calculation the potential depends on the density, which in turn depends on the orbitals. Suppose that the isolated wire has been solved self-consistently. Put its density into the periodic cell. Near each wire the electrostatic potential is the isolated one minus a constant, by (5). A local exchange-correlation potential is unchanged, since it depends on the density at the same place. The bound orbitals therefore solve the periodic problem too, and they return the same density. The isolated solution is thus a self-consistent solution in every sufficiently wide cell, with the same \(M\), and the shift follows \(1/A\).

The words "sufficiently wide" concern the tails. Outside the wire, where the potential is zero, take a bound orbital with energy \(\varepsilon_{\rm vac}<0\) and zero wavevector along \(z\). Its \(z\)-averaged part obeys \(\nabla_\perp^2\psi=\kappa^2\psi\) with \(\kappa=\sqrt{2m|\varepsilon_{\rm vac}|}/\hbar\), and falls off essentially as \(e^{-\kappa r}\). A part that varies as \(e^{ikz}\) has \(\kappa^2+k^2\) in place of \(\kappa^2\) and decays faster at the same energy, so the error from overlapping neighbours is exponentially small in the cell width. A Bloch state whose wavevector \(k\) lies in the first zone stays bound even above the vacuum level as long as \(\varepsilon_{\rm vac}<\hbar^2k^2/2m\), because each of its harmonics then still decays. States above this threshold are different. In general they fill the space between the wires, and their energies also depend on the size of that space.

The shift applies to the part of the potential whose average has been removed. A short-range potential that keeps its average gives no further shift. Suppose instead that a code also removes the average of a short-range part \(w\) of a pseudopotential, with \(W=(1/c)\int w\,d^3r\) taken over one period of the wire. The Hamiltonian then contains an extra \(-W/A\), and

\[
\varepsilon_{\rm cell}=\varepsilon_{\rm vac}-\frac{\pi eM+W}{A}.
\]

The power of \(A\) is the same, but its coefficient is no longer given by the charge alone. One must know which average a code sets to zero before applying (6).

For a neutral wire with an axisymmetric \(z\)-averaged density, setting the average electrostatic potential to zero moves the bound levels and the vacuum level together by \(-\pi eM/A\), provided that the cell is wide enough. It remains to test this shift on a model wire and on a chain of carbon dioxide molecules, and to see what changes when the molecules tilt.
